# Does uniform-film XPS give the true loading of sparse islands?: a program that tests the result

```python
# Result under test: XPS analysed as a uniform film underestimates sparse islands.
# Flat islands: apparent = -lam*log(1 - theta*(1-exp(-h/lam))), true = theta*h.
# theta: covered fraction; h: island height; lam: attenuation length (nm).
# Signals are relative to a thick film (film line) or clean substrate.
# "Factor" means true loading divided by apparent uniform thickness.
import numpy as np
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import N_A

nodes, weights = np.polynomial.legendre.leggauss(40)
nodes = (nodes + 1) / 2
weights = weights / 2


def column_signal(height, lam):
    """Depth quadrature of attenuated emission from columns."""
    height = np.asarray(height, dtype=float)
    total = np.zeros_like(height)
    for node, weight in zip(nodes, weights):
        total += weight * np.exp(-height * (1 - node) / lam)
    return total * height / lam


def invert_uniform(signal, lam):
    """Uniform thickness with the given film signal, by root finding."""
    return brentq(lambda d: float(column_signal(d, lam)) - signal,
                  0, 30 * lam, xtol=1e-13)


def apparent(theta, h, lam):
    return -lam * np.log1p(-theta * (1 - np.exp(-h / lam)))


def factor(theta, h, lam):
    return theta * h / apparent(theta, h, lam)


def sparse_factor(h, lam):
    return (h / lam) / (1 - np.exp(-h / lam))


def disc_chords(radius, h, lam, angle, n=300):
    """Escaping volume of a disc, from chords along the detector direction."""
    c, s = np.cos(angle), max(np.sin(angle), 1e-12)
    mid = (np.arange(n) + 0.5) / n
    phi = (mid - 0.5) * np.pi
    width = (2 * radius * np.cos(phi))[:, None]
    dy = radius * np.cos(phi) * np.pi / n
    top_chord = np.minimum(h / c, width * mid / s)
    side_chord = np.minimum(h * mid / c, width / s)
    top = c * width[:, 0] * np.mean(1 - np.exp(-top_chord / lam), axis=1)
    side = s * h * np.mean(1 - np.exp(-side_chord / lam), axis=1)
    return lam * np.sum(dy * (top + side))


def disc_volume_sum(radius, h, lam, angle, n=200):
    """Same quantity from its definition: sum of exp(-path/lam) over volume."""
    c, s = np.cos(angle), max(np.sin(angle), 1e-12)
    mid = (np.arange(n) + 0.5) / n
    n_phi = 80
    total = 0.0
    for phi in ((np.arange(n_phi) + 0.5) / n_phi - 0.5) * np.pi:
        width = 2 * radius * np.cos(phi)
        to_top = (h * (1 - mid) / c)[:, None]
        to_side = (width * (1 - mid) / s)[None, :]
        escape = np.mean(np.exp(-np.minimum(to_top, to_side) / lam))
        total += escape * width * h * radius * np.cos(phi) * np.pi / n_phi
    return total


def hemisphere_factor(radius, lam):
    x = radius / lam
    lost = 2 * lam**2 * (1 - np.exp(-x) * (1 + x))
    return (2 * radius**3 / 3) / (lam * (radius**2 - lost))


# Round parameters, roughly typical of TiO2 islands on passivated SiO2
lam, h, theta, radius = 2.0, 10.0, 0.02, 10.0
growth_film = 10.0
density, molar_mass = 3.8, 47.867 + 2 * 15.999

# Pixel map of separate discs: signals and loading from the definition
axis = np.arange(400) + 0.5
X, Y = np.meshgrid(axis, axis)
height_map = np.zeros_like(X)
centres = [(50 + 75 * i, 100 + 200 * j) for i in range(5) for j in range(2)]
for cx, cy in centres:
    height_map[(X - cx)**2 + (Y - cy)**2 < radius**2] = h
map_theta = np.mean(height_map > 0)
map_loading = np.mean(height_map)
map_film = np.mean(column_signal(height_map, lam))
map_substrate = np.mean(np.exp(-height_map / lam))
map_apparent = invert_uniform(map_film, lam)
assert abs(map_apparent / apparent(map_theta, h, lam) - 1) < 1e-8
# The equivalent uniform film also reproduces the substrate signal
assert abs(np.exp(-map_apparent / lam) - map_substrate) < 1e-10
# Known height restores the loading counted on the map
restored = h * map_film / (1 - np.exp(-h / lam))
assert abs(restored / map_loading - 1) < 1e-9

# Sparse limit and first coverage correction against numerical inversion
for hh in (0.5, 2.0, 10.0):
    p = 1 - np.exp(-hh / lam)
    for th, tol in ((1e-4, 1e-7), (0.02, 1e-4)):
        d = invert_uniform(th * float(column_signal(hh, lam)), lam)
        expansion = sparse_factor(hh, lam) * (1 - th * p / 2)
        assert abs(th * hh / d / expansion - 1) < tol

# Any nonuniform height distribution is underestimated at normal emission
rng = np.random.default_rng(4)
for shape in (0.2, 0.5, 1.0, 3.0, 10.0):
    heights = rng.gamma(shape, 3.0 / shape, 5000)
    d = invert_uniform(np.mean(column_signal(heights, lam)), lam)
    assert d < np.mean(heights)
assert abs(invert_uniform(float(column_signal(3.0, lam)), lam) - 3) < 1e-9

# Hemisphere: radial integration of columns against the closed result
hemi_signal = quad(lambda r: 2 * np.pi * r * float(
    column_signal(np.sqrt(max(radius**2 - r**2, 0)), lam)), 0, radius)[0]
hemi_numeric = (2 * np.pi * radius**3 / 3) / (lam * hemi_signal)
hemi = hemisphere_factor(radius, lam)
assert abs(hemi_numeric / hemi - 1) < 1e-6
assert hemi < sparse_factor(h, lam)

# Tilted discs: chord result against volume sum (midpoint grids, kinked paths)
for degrees in (0, 15, 60):
    a = np.radians(degrees)
    ratio = disc_chords(radius, h, lam, a) / disc_volume_sum(radius, h, lam, a)
    assert abs(ratio - 1) < 3e-3


def tilted_apparent(disc_radius, degrees):
    a = np.radians(degrees)
    per_area = theta / (np.pi * disc_radius**2)
    reference = lam * np.cos(a)
    y = per_area * disc_chords(disc_radius, h, lam, a) / reference
    return -reference * np.log1p(-y)


compact_0, compact_60 = tilted_apparent(radius, 0), tilted_apparent(radius, 60)
wide_60 = tilted_apparent(1000.0, 60)
assert abs(compact_60 / compact_0 - 1) < 0.10   # imitates a uniform film
assert wide_60 < 0.6 * compact_0                # wide islands do not

# Finite acceptance: average signal and thick-film reference over the cone
cone_degrees = 15.0
n_cone = 20
cosines = 1 - (1 - np.cos(np.radians(cone_degrees))) * (
    np.arange(n_cone) + 0.5) / n_cone
cone_escape = np.mean([disc_chords(radius, h, lam, np.arccos(c))
                       for c in cosines])
cone_y = theta / (np.pi * radius**2) * cone_escape / (lam * np.mean(cosines))
cone_factor = theta * h / invert_uniform(cone_y, lam)


def ratio_analysis(lam_substrate, transmission):
    """Factor when film/substrate intensity ratio is read as a uniform film."""
    film = theta * (1 - np.exp(-h / lam))
    substrate = 1 - theta * (1 - np.exp(-h / lam_substrate))
    measured = film / (substrate * transmission)
    d = brentq(lambda t: float(column_signal(t, lam))
               * np.exp(t / lam_substrate) - measured, 0, 20)
    return theta * h / d


assert abs(ratio_analysis(lam, 1.0) / factor(theta, h, lam) - 1) < 1e-8
lam_substrate = 2.5
layer, lam_layer = 0.3, 3.0
layer_transmission = np.exp(-layer / lam_layer)

true_loading = theta * h
d_app = apparent(theta, h, lam)
ti_per_nm3 = density * N_A / molar_mass * 1e-21
to_1e14_cm2 = ti_per_nm3            # 1 atom/nm2 = 1e14 atoms/cm2
island_density = theta / (np.pi * radius**2) * 1e14


def selectivity(nongrowth):
    return (growth_film - nongrowth) / (growth_film + nongrowth)


theta_four = brentq(lambda t: factor(t, h, lam) - 4, 1e-4, 0.99)

print(f"Attenuation length: {lam:.1f} nm")
print(f"Island height: {h:.1f} nm; disc radius: {radius:.1f} nm")
print(f"Covered fraction: {theta:.3f}")
print(f"Island density: {island_density:.2e} cm^-2")
print(f"exp(-h/lambda): {np.exp(-h/lam):.5f}")
print(f"Film signal / thick-film signal: {theta*(1-np.exp(-h/lam)):.5f}")
print(f"True loading: {true_loading:.4f} nm")
print(f"Apparent uniform thickness: {d_app:.4f} nm")
print(f"Factor at this coverage: {factor(theta,h,lam):.3f}")
print(f"Factor in sparse limit: {sparse_factor(h,lam):.3f}")
print(f"Oxide density (rough): {density:.1f} g/cm3")
print(f"Ti number density: {ti_per_nm3:.2f} nm^-3")
print(f"True Ti loading: {true_loading*to_1e14_cm2:.2f} x 1e14 cm^-2")
print(f"Apparent Ti loading: {d_app*to_1e14_cm2:.2f} x 1e14 cm^-2")
print(f"Growth-surface film: {growth_film:.1f} nm")
print(f"True selectivity: {selectivity(true_loading):.4f}")
print(f"Apparent selectivity: {selectivity(d_app):.4f}")
print(f"Pixel map: coverage {map_theta:.5f}, loading {map_loading:.5f} nm")
print(f"Pixel map: apparent {map_apparent:.5f} nm, restored {restored:.5f} nm")
for th in (0.1, 0.5, 0.9, 1.0):
    print(f"Factor at coverage {th:.1f}, height 10 nm: {factor(th,h,lam):.3f}")
print(f"Coverage where factor falls to 4: {theta_four:.3f}")
for hh in (0.5, 2.0, 5.0):
    print(f"Sparse factor at height {hh:.1f} nm: {sparse_factor(hh,lam):.3f}")
print(f"Height doubled to 20 nm: true loading {theta*20:.4f} nm")
print(f"Height doubled to 20 nm: apparent {apparent(theta,20,lam):.4f} nm")
print(f"Compact discs at 60 deg: apparent {compact_60:.4f} nm")
print(f"Wide discs (radius 1000 nm) at 60 deg: apparent {wide_60:.4f} nm")
print(f"Sparse factor, hemispheres of radius 10 nm: {hemi:.3f}")
print(f"Factor with {cone_degrees:.0f} deg half-angle cone: {cone_factor:.3f}")
print(f"Factor, line ratio, substrate length {lam_substrate:.1f} nm: "
      f"{ratio_analysis(lam_substrate,1.0):.3f}")
print(f"Passivation layer: {layer:.1f} nm, its length {lam_layer:.1f} nm")
print(f"Factor, line ratio, layer omitted from reference: "
      f"{ratio_analysis(lam,layer_transmission):.3f}")
for trial in (1.6, 2.4):
    print(f"Sparse factor if attenuation length is {trial:.1f} nm: "
          f"{sparse_factor(h,trial):.3f}")
print("all good")
```

It prints:

```
Attenuation length: 2.0 nm
Island height: 10.0 nm; disc radius: 10.0 nm
Covered fraction: 0.020
Island density: 6.37e+09 cm^-2
exp(-h/lambda): 0.00674
Film signal / thick-film signal: 0.01987
True loading: 0.2000 nm
Apparent uniform thickness: 0.0401 nm
Factor at this coverage: 4.984
Factor in sparse limit: 5.034
Oxide density (rough): 3.8 g/cm3
Ti number density: 28.65 nm^-3
True Ti loading: 5.73 x 1e14 cm^-2
Apparent Ti loading: 1.15 x 1e14 cm^-2
Growth-surface film: 10.0 nm
True selectivity: 0.9608
Apparent selectivity: 0.9920
Pixel map: coverage 0.01975, loading 0.19750 nm
Pixel map: apparent 0.03962 nm, restored 0.19750 nm
Factor at coverage 0.1, height 10 nm: 4.780
Factor at coverage 0.5, height 10 nm: 3.642
Factor at coverage 0.9, height 10 nm: 2.006
Factor at coverage 1.0, height 10 nm: 1.000
Coverage where factor falls to 4: 0.383
Sparse factor at height 0.5 nm: 1.130
Sparse factor at height 2.0 nm: 1.582
Sparse factor at height 5.0 nm: 2.724
Height doubled to 20 nm: true loading 0.4000 nm
Height doubled to 20 nm: apparent 0.0404 nm
Compact discs at 60 deg: apparent 0.0383 nm
Wide discs (radius 1000 nm) at 60 deg: apparent 0.0204 nm
Sparse factor, hemispheres of radius 10 nm: 3.610
Factor with 15 deg half-angle cone: 4.653
Factor, line ratio, substrate length 2.5 nm: 4.965
Passivation layer: 0.3 nm, its length 3.0 nm
Factor, line ratio, layer omitted from reference: 4.514
Sparse factor if attenuation length is 1.6 nm: 6.262
Sparse factor if attenuation length is 2.4 nm: 4.232
all good
```
